# Prony's method for two Debye times, and how noise defeats it

Two relaxation processes in a capacitor film have times of 10.954 and 9.129 ms and amplitudes of 6 and 4 nC/cm². Their summed decay is sampled four times, 10 ms apart, with an error of 0.001 nC/cm² in each sample, one part in ten thousand of the initial value. If the errors have the signs $+,-,+,-$, a correct two-exponential solution returns times of 10.3 and 5.3 ms with amplitudes 9.75 and 0.25 nC/cm². If all four signs are reversed, it returns 23.5 and 10.1 ms with amplitudes 0.11 and 9.89 nC/cm².

Both answers have positive times and positive amplitudes, and each reproduces its own four readings exactly. With four unknowns and four data there is no residual to give a warning. An error law is needed to predict when such answers must be expected.

## Four samples by hand

After a long poling the field is removed at $t=0$. Two independent Debye processes, each relaxing at a rate proportional to what remains of it, leave the polarization

$$P(t)=A_1e^{-t/\tau_1}+A_2e^{-t/\tau_2},\qquad A_1,A_2>0,\quad \tau_1>\tau_2 .$$

The baseline is assumed to be zero. The samples are $y_n=P(nh)$ with $n=0,1,2,3$. Take an easier case first: $h=10$ ms and, in nC/cm²,

$$y_0=10,\quad y_1=4.180525,\quad y_2=2.280539,\quad y_3=1.348696 .$$

During one interval each process shrinks by a fixed factor, $z_j=e^{-h/\tau_j}$. Hence $y_n=A_1z_1^n+A_2z_2^n$. The two factors are the roots of a quadratic,

$$z^2-sz+p=0,\qquad s=z_1+z_2,\quad p=z_1z_2 .$$

Write this equation for $z_j$, multiply it by $A_jz_j^n$, and add the results for $j=1,2$:

$$y_{n+2}-s\,y_{n+1}+p\,y_n=0. \tag{1}$$

The amplitudes have dropped out of the coefficients. Setting $n=0$ and $n=1$ gives two linear equations,

$$s\,y_1-p\,y_0=y_2,\qquad s\,y_2-p\,y_1=y_3 .$$

To eliminate $p$, multiply the second by $y_0$ and subtract the first times $y_1$. To eliminate $s$, multiply the second by $y_1$ and subtract the first times $y_2$. With $D=y_0y_2-y_1^2$,

$$s=\frac{y_0y_3-y_1y_2}{D},\qquad p=\frac{y_1y_3-y_2^2}{D}. \tag{2}$$

The numbers are

$$D=22.80539-17.47679=5.3286,$$
$$s=\frac{13.48696-9.53385}{5.3286}=0.74187,\qquad p=\frac{5.63826-5.20086}{5.3286}=0.08209 .$$

The root separation is $\delta=z_1-z_2=\sqrt{s^2-4p}=0.4712$, so $z_1=(s+\delta)/2=0.60653$ and $z_2=(s-\delta)/2=0.13534$. Since $\ln z_j=-h/\tau_j$,

$$\tau_1=-\frac{10\ \text{ms}}{\ln 0.60653}=20.0\ \text{ms},\qquad \tau_2=-\frac{10\ \text{ms}}{\ln 0.13534}=5.0\ \text{ms}.$$

For the amplitudes, subtract $z_2y_0=z_2A_1+z_2A_2$ from $y_1=z_1A_1+z_2A_2$. What remains is $\delta A_1$, so

$$A_1=\frac{y_1-z_2y_0}{\delta}=\frac{4.18053-1.35335}{0.4712}=6.0,\qquad A_2=y_0-A_1=4.0\ \text{nC/cm}^2 .$$

## The algorithm in general

1. Compute $D$. Stop if it is zero.
2. Compute $s$ and $p$ from equation (2), then $z_{1,2}=\tfrac12\left(s\pm\sqrt{s^2-4p}\right)$.
3. Compute $A_1=(y_1-z_2y_0)/(z_1-z_2)$ and $A_2=y_0-A_1$.
4. Accept the result as physical if both roots are real, distinct and between 0 and 1, and both amplitudes are positive. Then $\tau_j=-h/\ln z_j$.

The determinant in step 1 shows where trouble starts. Inserting the two-exponential form,

$$D=(A_1+A_2)(A_1z_1^2+A_2z_2^2)-(A_1z_1+A_2z_2)^2=A_1A_2(z_1-z_2)^2=A_1A_2\delta^2. \tag{3}$$

The squares $A_j^2z_j^2$ cancel, and the cross terms combine into a perfect square. $D$ vanishes if one process is absent or if the two times coincide. A single exponential then fits the data, and equation (1) no longer fixes both $s$ and $p$.

## When an answer looks physical

The check in step 4 can be restated as conditions on the samples. This shows how much protection it offers.

Suppose $y_0>0$ and $D>0$, and let $q(z)=z^2-sz+p$ be the fitted quadratic. Evaluate it at $\alpha=y_1/y_0$. Equation (1) with $n=0$ gives $p=s\alpha-y_2/y_0$, so

$$q(\alpha)=\alpha^2-s\alpha+s\alpha-\frac{y_2}{y_0}=\frac{y_1^2-y_0y_2}{y_0^2}=-\frac{D}{y_0^2}<0 .$$

A quadratic with positive leading coefficient that is negative at $\alpha$ has two real roots, one on each side: $z_2<\alpha<z_1$. The amplitudes are then

$$A_1=y_0\frac{\alpha-z_2}{\delta}>0,\qquad A_2=y_0\frac{z_1-\alpha}{\delta}>0 .$$

So a positive $D$, together with $y_0>0$, guarantees real roots and positive amplitudes, whether or not the data are accurate.

The roots must also lie between 0 and 1. Define

$$E=y_1y_3-y_2^2,\qquad F=(y_0-y_1)(y_2-y_3)-(y_1-y_2)^2 .$$

$E$ is the determinant of the samples shifted by one interval, whose amplitudes are $A_jz_j$. $F$ is that of the differences $y_n-y_{n+1}$, whose amplitudes are $A_j(1-z_j)$. Equation (3) therefore gives

$$E=D\,z_1z_2,\qquad F=D\,(1-z_1)(1-z_2).$$

The result is physical if and only if $y_0>y_1>0$ and $D$, $E$, $F$ are all positive. Necessity follows by inserting $0<z_j<1$ and $A_j>0$. For sufficiency, $D>0$ gives real roots and positive amplitudes. $E>0$ makes the roots equal in sign, and $y_1=\sum_jA_jz_j>0$ makes that sign positive. $F>0$ puts both roots on the same side of 1, and $y_0-y_1=\sum_jA_j(1-z_j)>0$ puts them below it.

## First-order response to noise

Let each sample carry an independent Gaussian error $e_n$ of mean zero and standard deviation $\sigma$. To first order the fitted parameters shift so that

$$e_n=\sum_{j=1}^{2}\left(z_j^n\,dA_j+nA_jz_j^{n-1}\,dz_j\right).$$

Instead of inverting a four-by-four matrix, take any cubic $f(z)=\sum_{n=0}^3f_nz^n$ and form

$$\sum_n f_ne_n=\sum_{j=1}^{2}\left[f(z_j)\,dA_j+f'(z_j)A_j\,dz_j\right]. \tag{4}$$

A cubic has four coefficients, enough to keep one unknown and remove the other three. For the slow root use

$$f(z)=\frac{(z-z_1)(z-z_2)^2}{\delta^2}.$$

It vanishes at $z_1$ with slope 1, and at $z_2$ both its value and its slope vanish. Equation (4) becomes $A_1dz_1=\sum_nf_ne_n$. For the slow amplitude use

$$g(z)=-\frac{2(z-z_2)^2(z-z_1-\delta/2)}{\delta^3}.$$

At $z_1$ its value is $-2\delta^2(-\delta/2)/\delta^3=1$ and its slope is $-2[2\delta(-\delta/2)+\delta^2]/\delta^3=0$. Value and slope vanish at $z_2$, so $dA_1=\sum_ng_ne_n$. Exchanging the labels, which reverses the sign of $\delta$, gives the fast process.

Variances of independent errors add, so

$$\mathrm{sd}(z_1)=\frac{\sigma}{A_1}\sqrt{\sum_nf_n^2},\qquad \mathrm{sd}(A_1)=\sigma\sqrt{\sum_ng_n^2}.$$

Differentiating $\ln z=-h/\tau$ gives $dz/z=h\,d\tau/\tau^2$, hence

$$\frac{d\tau}{\tau}=\frac{\tau}{h}\frac{dz}{z}.$$

In the hand example, $(z-z_1)(z-z_2)^2$ has coefficients $1,\,-0.877,\,0.182,\,-0.011$ from the highest power down. The root of their summed squares is 1.343. With $\sigma=0.001$ nC/cm²,

$$\mathrm{sd}(z_1)=\frac{0.001\times1.343}{6\times0.4712^2}=0.00101,\qquad \frac{\mathrm{sd}(\tau_1)}{\tau_1}=\frac{20}{10}\times\frac{0.00101}{0.6065}=0.33\% .$$

A simulation with 200,000 noisy records gives the same 0.33%.

A different algorithm cannot improve this error locally without further information. If $J$ is the matrix of derivatives of the samples with respect to the parameters, the Fisher information for Gaussian noise is $J^TJ/\sigma^2$. Its inverse, $\sigma^2J^{-1}(J^{-1})^T$, is the smallest covariance open to a locally unbiased estimator. It is also the first-order covariance found here, because the method inverts the map from parameters to samples. More samples or prior knowledge would change the bound.

Widely separated times have a difficulty of their own. If $\tau_2\ll h$, then $z_2\to0$ and the slow filter gives $A_1dz_1=(e_3-z_1e_2)/z_1^2$, the error of the simple estimate $z_1=y_3/y_2$. The slow time is then safe, provided $\tau_1$ is comparable with $h$. For the fast process $dz_2$ stays finite while $z_2$ falls exponentially, so $d\tau_2/\tau_2=(\tau_2/h)dz_2/z_2$ diverges: the fast process has gone before the second sample.

## Times that approach each other

Let $\tau_{1,2}=\tau e^{\pm L/2}$, so that $L=\ln(\tau_1/\tau_2)$ and $\tau$ is the geometric mean. Put $x=h/\tau$ and $z=e^{-x}$. Since $dz/d\ln\tau=xz$, small $L$ gives

$$\delta\simeq xzL .$$

The numerators of both filters approach multiples of

$$(Z-z)^3=Z^3-3zZ^2+3z^2Z-z^3,$$

where $Z$ is the polynomial variable. The root of the summed squares of these coefficients is

$$N=\sqrt{1+9z^2+9z^4+z^6}.$$

Thus $\mathrm{sd}(z_1)\simeq\sigma N/(A_1\delta^2)$ and $\mathrm{sd}(A_1)\simeq2\sigma N/\delta^3$. Convert the first to a time with the factor $1/(xz)$, and insert $\delta\simeq xzL$ in both:

$$\frac{\mathrm{sd}(\tau_1)}{\tau_1}\simeq\frac{\sigma G}{A_1L^2},\qquad \frac{\mathrm{sd}(A_1)}{A_1}\simeq\frac{2\sigma G}{A_1L^3},\qquad G=\frac{N}{(xz)^3}. \tag{5}$$

These are laws for small $L$ and for noise weak enough that the response is linear. Halving $L$ makes the relative time error four times larger and the amplitude error eight times larger. The total amplitude stays well determined, because $A_1+A_2=y_0$ gives $dA_1+dA_2=e_0$. It is the division between the processes that is lost.

The third power can be seen in the data. Apply the cubic filter centred on $\bar z=(z_1+z_2)/2$ to the noise-free samples. The result is $\sum_jA_j(z_j-\bar z)^3=(A_1-A_2)\delta^3/8$. Now change $A_1$ by $dA_1$ and adjust the other parameters so that the corresponding sums with powers 0, 1 and 2 of $z_j-\bar z$ stay fixed. The cubic combination then changes by $-\delta^3dA_1/2$, as the leading coefficient $-2/\delta^3$ of $g$ shows. The division of the amplitude is thus visible only at order $\delta^3$, while the noise of the combination is about $\sigma N$ and does not shrink with $\delta$.

The filters also explain the alternating errors of the opening. When the times are close, the filter polynomials have positive roots, so their coefficients alternate in sign and alternating errors add up.

The following results hold $A_1$, $A_2$, $\sigma$, $h=10$ ms and $\tau=10$ ms fixed. The two error columns are first-order standard deviations relative to the true values. "Wrong" means physical in appearance with $A_1$ off by more than half its true value.

| $\tau_1/\tau_2$ | $\tau_1$ error | $A_1$ error | physical | wrong |
|---|---|---|---|---|
| 4 | 0.33% | 0.48% | 100% | 0% |
| 2 | 1.1% | 3.3% | 100% | 0% |
| 1.5 | 3.1% | 16% | 100% | 0.2% |
| 1.2 | 15% | 171% | 99.8% | 67% |
| 1.06 | 151% | 5229% | 26% | 25% |

The last two columns are shares of 200,000 simulated records per row. For the ratio 1.2, equation (5) can be checked by hand. Here $x=1$, $G=31.02$ and $L=0.1823$, so the amplitude error is $2\times0.001\times31.02/(6\times0.1823^3)=1.71$, or 171%.

An error above 100% is no longer a prediction of the actual spread. It says that the linear theory has failed. For physical-looking results at ratio 1.2, half the distance between the 16th and 84th percentiles of $\tau_1$ is 23% of the true time, against the linear 15%.

The table evaluates the law at the true parameters, which an experimenter does not know. Evaluated at the fitted values of the first answer in the opening, it gives $A_1=9.75\pm0.22$ nC/cm² and $\tau_1=10.34\pm0.07$ ms. Both error bars are far too small, since the true values are 6 nC/cm² and 10.95 ms. Only the weak process gives a warning, with $A_2=0.25\pm0.22$ nC/cm² and $\tau_2=5.3\pm2.0$ ms. The law should therefore be evaluated over the range of parameters thought possible before the measurement, and not only at the fitted ones.

## Why the failure stays hidden

The signs of $D$, $E$ and $F$ decide whether an answer looks physical. To first order,

$$dD=y_2e_0-2y_1e_1+y_0e_2 .$$

If $\Phi$ is the cumulative normal distribution, the probability that noise makes $D$ nonpositive is therefore

$$\Pr(D\le0)\simeq\Phi\!\left(-\frac{A_1A_2\delta^2}{\sigma\sqrt{y_0^2+4y_1^2+y_2^2}}\right). \tag{6}$$

The signal in $D$ is of order $\delta^2$. The same holds for $E$ and $F$, which are $D$ times factors that approach finite, nonzero values as the times approach each other at fixed $x$. The division of the amplitude, however, is lost once the noise is comparable with a signal of order $\delta^3$. If $A$ stands for the size of the amplitudes, there is a window

$$\delta^3\ll\frac{\sigma}{A}\ll\delta^2$$

in which the answer usually passes the physical test and is usually wrong. Numerical factors are omitted, so the window is a scaling statement. For the amplitudes 6 and 4 nC/cm² and $x=1$ they matter. The division of the amplitude is lost once $\sigma/A_1$ exceeds $\delta^3/(2N)\approx\delta^3/3$, while the noise in $E$ and $F$ reaches their signal when $\sigma/A_1$ is only about $\delta^2/9$. With $\sigma/A_1=1.7\times10^{-4}$, the ratio 1.2 ($\delta=0.067$) lies between these edges and the ratio 1.06 ($\delta=0.021$) lies above the upper one.

The ratio 1.2 shows this behaviour: 99.8% of the answers look physical, and two thirds of all answers also have $A_1$ wrong by more than half. At ratio 1.06 the test rejects about 74% of the records. $D\le0$ occurs in 18.9% of the records, as equation (6) predicts, but complex roots appear in only 0.03%. Nearly all the records with $D\le0$ thus have real roots, and by equation (3) their fitted amplitudes have opposite signs. About 55% of all records have $D>0$ and still fail. By the conditions above, they have a root outside the interval from 0 to 1. Waiting for complex roots is a poor alarm here.

## Resolution limit and sample spacing

One definition of the limit is $\mathrm{sd}(A_1)=A_1$. Equation (5) then gives

$$L_c\simeq\left(\frac{2\sigma G}{A_1}\right)^{1/3}. \tag{7}$$

Requiring instead that the relative error of $\tau_1$ equal $L$ removes the factor 2 and leaves the cube root. For $\sigma=0.001$ nC/cm² the full first-order expression puts the limiting ratio $\tau_1/\tau_2$ at 1.244, and equation (7) gives 1.243. For ten times the noise the values are 1.605 and 1.599. A tenfold reduction of noise thus lowers $L_c$ by a factor of only about $10^{1/3}=2.15$.

The spacing enters through $G$. For $x\to0$, $N\to\sqrt{20}$ and $G\simeq\sqrt{20}/x^3$: the samples lie too close together to show the curvature. For large $x$, $N\to1$ and $G\simeq e^{3x}/x^3$: the later samples have decayed into the noise. Setting the derivative of $\ln G=\ln N-3\ln x+3x$ to zero, with $dz/dx=-z$, gives

$$3-\frac3x=\frac{9z^2+18z^4+3z^6}{N^2}.$$

The solution is $x=1.20$, with $G=29.1$. The minimum is shallow, since $x=1$ gives 31.0. At $x=0.2$, however, $G=768$. For four samples, close times and equal noise in each sample, a spacing near 1.2 times the common relaxation time is best. The rule does not cover records in which faster sampling also supplies more samples.

## A real capacitor film

The example's parameters are rough values for a shorted thin film of high-permittivity oxide: 10 nm thick, poled at 1 V or 1 MV/cm, relative permittivity 20, area 0.01 cm², at 300 K. The two amplitudes correspond to slow permittivity steps of 0.068 and 0.045, well below the total of 20. The assumed noise is close to the thermal charge noise of the capacitor, 0.0009 nC/cm², so it is optimistic for a complete instrument. Real oxide films often relax over a broad range of times, close to a power law, and this breaks the assumption of two discrete processes. In the model, a third process of 0.1 nC/cm² with a time of 1000 ms shifts $\tau_1$ by +7.0% and $\tau_2$ by +4.7% for the 20 and 5 ms pair. Giving each process a Gaussian spread of 0.2 in $\ln\tau$ shifts them by +2.8% and +1.6%. Both effects exceed the 0.33% noise error of $\tau_1$. With a rough activation energy of 0.5 eV, the times themselves change by about 6% per kelvin. The electrical discharge has a time constant of about 1.8 µs through 100 Ω, far below the spacing, but the first sample must wait about 0.03 ms until this fast charge has fallen below the noise. The fitted amplitudes then refer to that first sample; the 5 ms process has lost about 0.02 nC/cm² by then. Leakage from a 0.1 mV offset, for a rough resistivity of $10^{14}$ Ω cm, adds only about $3\times10^{-5}$ nC/cm² over the record. The same offset, however, holds a constant charge of about 0.18 nC/cm² on the film. If this stays in the readings, it shifts $\tau_1$ by +13% and $\tau_2$ by +8% for the 20 and 5 ms pair, so the baseline must be removed. During poling, the tunnelling transmission estimated for a 1.5 eV barrier and an effective mass of 0.2 electron masses is of order $10^{-20}$, and the field is a fifth of a rough breakdown field of 5 MV/cm. The tunnelling estimate covers only direct passage through an ideal barrier; conduction through defects, often the larger leakage in real oxides, is not included.

The shift from the slow third process can be traced with the filter. Over 30 ms that process is almost a constant offset $b=0.1$ nC/cm², for which $\sum_nf_ne_n=b\,f(1)$. With $f(1)=(1-z_1)(1-z_2)^2/\delta^2=1.325$,

$$\frac{d\tau_1}{\tau_1}\simeq\frac{20}{10}\times\frac{0.1\times1.325}{6\times0.6065}=7.3\%,$$

close to the 7.0% found by running the algorithm on the altered samples. A constant baseline can be removed by taking a fifth sample and applying the method to the four differences $y_n-y_{n+1}$. These contain the same factors $z_j$, with amplitudes $A_j(1-z_j)$. Their errors are correlated because neighbouring differences share a sample, so the noise formulas above would have to be recalculated.

## Values computed for the example and the checks

```
film capacitor, rough inputs: A1, A2 = 6.0, 4.0 nC/cm2
tau1, tau2, spacing h = 20.0, 5.0, 10.0 ms
noise sigma = 0.0010 nC/cm2
samples y0..y3 = 10.000000 4.180525 2.280539 1.348696 nC/cm2
determinant D = 5.328602 (nC/cm2)^2
s = 0.741866, p = 0.082085 (no unit)
roots z1, z2 = 0.606531, 0.135335 (no unit)
recovered tau1, tau2 = 20.00000, 5.00000 ms
recovered A1, A2 = 6.00000, 4.00000 nC/cm2
scan at fixed mean time 10.0 ms, 200000 trials per row
linear sd and Monte Carlo half-width (16-84%, physical only), then
shares: physical; physical with A1 off by >50%; D<=0; complex
ratio 4.00: delta 0.4712; linear tau1 0.33%, A1 0.48%; MC tau1 0.33%
   shares 100.00%; 0.00%; 0.00% (formula 0.00%); 0.00%
ratio 2.00: delta 0.2500; linear tau1 1.10%, A1 3.27%; MC tau1 1.09%
   shares 100.00%; 0.00%; 0.00% (formula 0.00%); 0.00%
ratio 1.50: delta 0.1481; linear tau1 3.11%, A1 15.79%; MC tau1 3.14%
   shares 100.00%; 0.17%; 0.00% (formula 0.00%); 0.00%
ratio 1.20: delta 0.0670; linear tau1 15.35%, A1 171.23%; MC tau1 23.22%
   shares 99.81%; 67.41%; 0.00% (formula 0.00%); 0.00%
ratio 1.06: delta 0.0214; linear tau1 151.42%, A1 5228.58%; MC tau1 112.47%
   shares 26.05%; 24.71%; 18.94% (formula 18.92%); 0.03%
ratio 4.0, true times 20.000, 5.000 ms; errors of one sigma:
   first error +0.001: times 19.899, 4.939 ms; A 6.045, 3.956 nC/cm2
   first error -0.001: times 20.104, 5.061 ms; A 5.954, 4.045 nC/cm2
ratio 1.2, true times 10.954, 9.129 ms; errors of one sigma:
   first error +0.001: times 10.339, 5.318 ms; A 9.750, 0.251 nC/cm2
   first error -0.001: times 23.532, 10.100 ms; A 0.113, 9.886 nC/cm2
sigma 0.001 nC/cm2: limiting ratio 1.2439 (law 1.2434)
sigma 0.010 nC/cm2: limiting ratio 1.6051 (law 1.5990)
best spacing h/tau = 1.204 (direct search 1.204)
noise gain G at h/tau = 0.2, 1, best: 768.3, 31.02, 29.13
film 10 nm, 1.0 V, 1.0 MV/cm, eps_r 20, area 0.01 cm2, 300 K
slow permittivity steps A/(eps0 E) = 0.0678, 0.0452
thermal charge noise sqrt(kTC)/area = 0.00086 nC/cm2
discharge time RC at 100 ohm = 1.771 us
third process 0.1 nC/cm2, 1000 ms: tau1 +7.00%, tau2 +4.68%
spread 0.2 in ln(tau): tau1 +2.82%, tau2 +1.57%
activation 0.5 eV: times change by 6.45% per K
leakage at 0.1 mV, 1e+14 ohm cm over record = 3.0e-05 nC/cm2
poling: barrier 1.5 eV, mass 0.2 m_e, WKB transmission 2.1e-20
rough breakdown field 5.0 MV/cm = 5.0 times the poling field
```
